Do larger abrasives polish faster at fixed slurry mass?

**Q:** Our aluminium polish is too slow, so I want a coarser silica at the same weight per cent. A bigger particle is pressed harder and digs deeper, so it must remove more metal.

**A:** It does cut more per particle. But the mass of a sphere of diameter D and density ρ is πρD³/6, so at fixed mass you have fewer of them. Let Γ be the abrasive mass trapped per unit area of real pad contact. The number per unit of that area is

N = Γ/(πρD³/6) = 6Γ/(πρD³).

Double D and you lose seven particles out of eight. Whether each survivor makes up for that depends on its load and on how material leaves the wafer.

**Q:** Does fixed weight per cent really mean fixed Γ?

**A:** That is an assumption about capture. If c is the abrasive mass per volume of slurry, and a contact spot collects the particles from a slurry thickness h that doesn't depend on D, then Γ = ch is fixed. I'll start there and change it later. I also hold fixed the nominal pressure P, the sliding speed V and the fraction f of the wafer in real contact with the pad. The pressure on the contact spots is then p = P/f. All particles have the same size for now.

**Q:** Then the load on each particle is p/N. Fewer particles, more load each. That helps me.

**A:** Up to the point where the pad reaches the wafer between them. Treat the pad surface as elastic, with E* = E/(1 − ν²), where E is its Young's modulus and ν its Poisson ratio. Let g be the gap between pad and wafer. A particle of radius D/2 is squeezed a distance D − g into the pad, if its much smaller depth in the wafer is neglected. The Hertz force is

F(g) = (4/3)E*(D/2)^(1/2)(D − g)^(3/2).

Its integral over the squeeze is the stored energy. Adding the potential energy pg of the load gives, per unit contact area,

U(g) = N(8/15)E*(D/2)^(1/2)(D − g)^(5/2) + pg.

Differentiation brings down 5/2 and a minus sign, so

dU/dg = −NF(g) + p.

A minimum at g > 0 therefore has F = p/N: the particles carry everything. But g can't be negative, and the force at g = 0 is

F_max = (4/3)E*(D/2)^(1/2)D^(3/2) = κD², with κ = (2√2/3)E*.

If NF_max < p, then dU/dg is positive for every allowed g, because F falls as g grows. The minimum sits at g = 0, each particle carries κD², and the pad presses the rest of the load directly on the wafer. Both cases together are

F = min(p/N, κD²).

Since p/N = πρpD³/(6Γ) grows as D³, it is the smaller one for small D. The two meet when

πρpD³/(6Γ) = κD².

Dividing by D² and solving gives

D* = 6Γκ/(πρp).

**Q:** So my extra load per particle grows as D³ up to D*, then as D². How deep does that cut?

**A:** Take the wafer as plastic with hardness H. A sliding particle loses support behind it, so only the front half of its contact disc, of radius a, bears the load:

F = Hπa²/2, so a² = 2F/(πH).

For a sphere at depth d, a² = (D/2)² − (D/2 − d)² = Dd − d². When d ≪ D this gives d = a²/D. The groove profile is then d − x²/D across −a < x < a, and its cross-section is

S = 2(ad − a³/(3D)) = 2(a³/D − a³/(3D)) = 4a³/(3D).

In a time dt each particle ploughs a volume SV dt, and there are Nf particles per unit wafer area. If a fraction η_g of the ploughed volume is detached, the surface recedes at the rate

R_g = η_g f V N · 4a³/(3D) = η_g f V · 8Γa³/(πρD⁴).

I take η_g as independent of size. Below D*, putting F = πρpD³/(6Γ) into a² gives

a² = ρpD³/(3ΓH),

R_g = η_g f V · (8Γ/(πρ)) · (ρp/(3ΓH))^(3/2) · D^(1/2),

because a³ contributes D^(9/2) and the prefactor D^(−4). Above D*, F = κD² gives

a = D(2κ/(πH))^(1/2),

R_g = η_g f V · (8Γ/(πρ)) · (2κ/(πH))^(3/2) · D^(−1).

**Q:** So I'm right below D* and wrong above it?

**A:** For groove cutting with this capture rule, yes. The rate has a maximum at D*. Below it, the load taken over from the missing particles more than pays for their absence, but only as the square root of the size. Above it, the pad takes over part of that load, and the survivors no longer make up for the loss.

**Q:** Can you put numbers on my process?

**A:** Rough ones. I use 15 kPa, 1 m/s, a real contact fraction of 0.2 %, a pad with E = 100 MPa and ν = 0.40, and an aluminium film with H = 1 GPa. The slurry holds 3 % silica by mass, with ρ = 2200 kg/m³, so c = 30.5 kg/m³. I choose h = 300 nm. Then

p = 15 kPa/0.002 = 7.5 MPa,

Γ = 30.5 kg/m³ × 300 nm = 9.15 mg/m²,

κ = (2√2/3) × 119 MPa = 112 MPa,

D* = 6 × 9.15×10⁻⁶ × 1.122×10⁸/(π × 2200 × 7.5×10⁶) m = 119 nm.

At D = 120 nm, just past the maximum, there are 4.60 particles per μm² of contact. The shared load would be p/N = 1631 nN, while the pad can supply κD² = 1616 nN. The smaller value applies, and the pad carries the missing 0.9 % directly. The groove is 9.3 nm deep and its section, from the full circular profile, is 404 nm². With η_g = 0.001,

R_g = 0.001 × 0.002 × 1 m/s × 4.60×10¹² m⁻² × 404×10⁻¹⁸ m² = 3.7×10⁻⁹ m/s,

or 223 nm/min. At the same mass fraction, 40 nm particles give 122 nm/min, 80 nm give 178 and 240 nm give 111.

From 40 to 120 nm the section grows 49 times and the number falls 27 times, so the rate rises by a factor 1.8. From 120 to 240 nm the section grows 4 times and the number falls 8 times, so the rate halves. By then the pad carries half the load itself. Both figures rest on F = κD², which I qualify below.

**Q:** From 40 to 80 nm you have a factor 1.46. The square root of two is 1.41.

**A:** The square-root law uses the shallow groove. The full circular section is larger than 4a³/(3D), by 10 % at D*, and the excess grows with a/D, which rises as D^(1/2) below D*. That steepens the rise a little. Above D* the ratio a/D is constant, so the correction is a constant factor and the D^(−1) law is unaffected.

**Q:** Aluminium carries an oxide film, though. Suppose the particles mostly wipe off that film and hardly cut the metal.

**A:** Then depth stops mattering. Suppose a passage removes a fixed thickness t over the track width 2a, and a fraction η_t of passages succeeds. The rate is

R_t = η_t f V N · 2a · t = η_t f V t · 12Γa/(πρD³).

With the same contact radii, a ∝ D^(3/2) below D* and a ∝ D above it, so

R_t ∝ D^(−3/2) for D < D*, and R_t ∝ D^(−2) for D > D*.

Here the smaller abrasive wins on both sides. With t = 1 nm and η_t = 0.003, the rate is 554 nm/min at 40 nm, 196 at 80 nm, 106 at 120 nm and 27 at 240 nm. The slurry, pad and load are those of the groove example; only the removal mechanism has changed. Don't compare the two mechanisms' absolute rates, since I chose both efficiencies to give plausible magnitudes. The trends don't depend on them as long as they are independent of size.

**Q:** Then I should go as small as possible?

**A:** Not without limit. The film must grow back. At 40 nm a given point on the wafer is passed every 0.32 ms on average, in bursts as contact spots go by. With 0.3 % of passages succeeding, removals are about 0.11 s apart. At D* the corresponding times are 1.7 ms and 0.55 s. If regrowth takes a time τ, a point can't lose more than one thickness t per τ, so the rate can't exceed t/τ. Near that ceiling the chemistry sets the rate, and if τ doesn't depend on D, the size trend fades.

Very small particles also strain the mechanical picture. The 40 nm particle sinks 1.0 nm. Below D* the depth a²/D goes as D², so a 20 nm particle would sink about 0.25 nm, roughly one atomic plane. A continuum groove means little there.

**Q:** You promised to come back to the capture rule.

**A:** Suppose the spot traps only a layer one particle thick. Then h = D, Γ = cD and

N = 6cD/(πρD³) = 6c/(πρD²).

The shared load p/N = πρpD²/(6c) now goes as D², just like κD². Which of the two is smaller no longer depends on size, so there is no crossover. In either case a ∝ D, and

R_g ∝ N a³/D ∝ D^(−2) · D³ · D^(−1) = D⁰,

R_t ∝ N a ∝ D^(−2) · D = D^(−1).

Groove cutting then has no size trend at all, at the same mass fraction. So fixed slurry mass doesn't settle the matter by itself. You need the capture rule, the load sharing and the removal mechanism.

**Q:** How would I find out which case I have? I can't watch the particles.

**A:** Keep the size fixed and change the solids content, assuming Γ follows it and nothing else changes. Read the powers of Γ from the rates. When the particles carry the load, a ∝ Γ^(−1/2), so

R_g ∝ Γ · Γ^(−3/2) = Γ^(−1/2), and R_t ∝ Γ · Γ^(−1/2) = Γ^(1/2).

Once the pad touches, a doesn't depend on Γ and both rates go as Γ. So a rate that falls when you add abrasive points to groove cutting with particle-borne load, within this model. That is the regime where a coarser abrasive helps if h is fixed. A rate that grows as the square root points to film removal if all contact spots press equally. With a range of pressures, groove cutting can show the same power on its way from one regime to the other. With h fixed, a coarser abrasive hurts in either case. A linear rise tells you that the pad is touching but leaves the mechanism open; with h fixed, a coarser abrasive is then slower for both. Real slurries can muddy the test, because added solids may change the chemistry or clump.

**Q:** How far do you trust the 119 nm?

**A:** As a scale, not as a specification. At D* the load κD² on the particle's cross-section πD²/4 is a stress of 4κ/π = 143 MPa, more than the pad's Young's modulus. A real polymer pad may yield or respond nonlinearly there, which this model leaves out. Even for a linear elastic pad, two faults of the model pull in opposite directions. At g = 0 the pad is indented by a full particle diameter, well outside the small-indentation range of Hertz. The linear elastic result for a sphere at that depth gives 0.80 of the Hertz force, and since D* ∝ κ, that alone would lower D* to about 96 nm. On the other hand, each loaded particle also lifts the pad around it, so the pad reaches the wafer between particles later than I assumed. For a square array, with Hertz contact kept, that alone raises D* to 157 nm. The lift persists above D*: in such an array a 240 nm particle carries about 1.4 κD², the pad carries about 30 % of the load instead of half, and the groove rate is about 200 nm/min, only some 12 % below its value at 120 nm. The wafer depth I neglected is 8 % of D at D*. It takes some of the squeeze off the pad, and allowing for it alone lowers D* to about 107 nm.

For particles of one size, the powers of D are safer than D* itself. Well below D*, F = p/N is plain load balance and doesn't depend on pad elasticity. Well above it, particles are far apart, and D is the only length in the problem of one sphere under a large, flat, linear elastic pad. At fixed p and ν the force must then have the form E*D² times a function of p/E*, which is again proportional to D².

**Q:** And my silica isn't all one size.

**A:** At a common gap the larger particles take more load. The pad first touches when N⟨κD²⟩ = p, where ⟨ ⟩ is the average over particles. With N = 6Γ/(πρ⟨D³⟩), this becomes

⟨D³⟩/⟨D²⟩ = 6Γκ/(πρp) = D*.

For a lognormal number distribution with median D_m and logarithmic spread σ, ⟨D^k⟩ = D_m^k exp(k²σ²/2). The ratio is D_m exp(9σ²/2 − 4σ²/2) = D_m exp(5σ²/2), so D_m = D* exp(−5σ²/2). For σ = 0.20 this is 108 nm, and a scan over the median finds the fastest rate there too. The peak rate is unchanged in the shallow-groove formula: at touching a ∝ D, so R_g ∝ N⟨D²⟩ = p/κ, whatever the spread.

Far below D*, though, a spread weakens the powers, because some of the small particles lose contact with the pad and the larger ones carry the load. At σ = 0.20 and a median of D*/10, the groove rate rises only as about the fourth root of the median size. In the solids test it then falls only as about Γ^(−1/4). A broad spread can spoil that test: at σ = 0.60 and the same median, film removal also falls slightly as abrasive is added, although a coarser grade would slow it. A median of D*/10 is about 12 nm, where particles of one size would cover half the contact and sink less than 0.1 nm, so these figures lie outside the continuum range and show only the direction. At a median near D*/3 the groove powers at σ = 0.20 are about 0.42 in size and −0.42 in Γ, and at σ = 0.60 film removal rises weakly with added abrasive, as about Γ^0.17.

**Q:** Is anything else in the contact likely to overturn the trend?

**A:** Not at 40 nm and above, among the effects I sized. For an adhesion energy of 0.05 J/m², the pull 2π(0.05 J/m²)(D/2) is 10 % of the load at 40 nm and 1 % at D*. Added to the load, it weakens the rise of the groove rate from 40 nm to D* but doesn't remove it. Between 20 and 40 nm it cancels the rise. Stronger adhesion matters more: at 0.2 J/m² the rise from 40 nm to D* shrinks from a factor 1.8 to about 1.2. With a friction coefficient of 0.3 and all the heat entering aluminium of conductivity 200 W/(m K), the contact at D* warms by only a few hundredths of a kelvin. Plasticity is less complete for the small particles, so the hardness law is least secure at 40 nm. It is not fully secure at any of these sizes: treated as elastic, the contacts reach a shear stress of 1.0 to 1.5 GPa, below a tenth of the shear modulus of aluminium (about 2.6 GPa), so a defect-free spot may not yield at the bulk hardness. The elastic depths are only a quarter to two fifths of the groove depths.

**Q:** So how close is all this to a real aluminium polish?

**A:** The pressure, speed and solids content are ordinary for planarizing metal films, and rates of a few hundred nm/min are a sensible magnitude. The hardness is on the high side for pure aluminium; a softer film would be grooved more deeply. H doesn't appear in the formula for D*, but a deeper groove relieves the pad, so the maximum moves to smaller sizes: about 96 nm at 0.5 GPa. Two weak inputs are the trapped thickness h, which I chose, and the real contact fraction f. D* is proportional to h: 150 nm would put the maximum near 59 nm, and 600 nm near 238 nm. At fixed nominal pressure it is also proportional to f: 0.5 % instead of 0.2 % would put it near 297 nm. Real pads also have a range of contact pressures, which can move the maximum a long way. For an exponential spread with the same mean pressure, the shallow-groove formula puts it near 52 nm instead of 119 nm. The absolute rate is also uncertain, because it is proportional to the efficiency I chose: if every ploughed volume came off, the peak would be 225 μm/min instead of 225 nm/min. The numerical output lists the other values.

**Q:** Then I shouldn't order the coarse silica yet.

**A:** Vary the solids content of the one you have first. If its particles are close to one size and the rate drops as you add abrasive, a moderately coarser grade is worth trying, though it gains only if h stays fixed and gains nothing if h = D. Keep an eye on groove depth: it goes from 4 nm at 80 nm to 9 nm at 120 nm. If the rate rises, this model gives no reason to expect a gain from coarser particles.

Computed results

```
INPUTS: rough process values and model choices
Pressure 15.0 kPa; speed 1.0 m/s
Real contact fraction 0.20 %
Pad modulus 100 MPa; Poisson 0.40
Aluminium film hardness 1.00 GPa
Silica density 2200 kg/m3; water 1000 kg/m3
Abrasive mass fraction 3.0 %
Trapped slurry thickness 300 nm
Removed film thickness 1.0 nm
Efficiencies: groove 0.001, track 0.003
DERIVED
Local pressure 7.50 MPa; E_star 119.0 MPa
Kappa 112.2 MPa
Abrasive concentration 30.50 kg/m3
Trapped areal mass 9.150 mg/m2
D_star: formula 118.9 nm; scan 119.1 nm
Peak groove rate 225.0 nm/min
D(nm) N(/um2) F(nN) depth(nm) area(nm2) direct(%)
40 124.110 60.4 0.986 8.20 0.0
80 15.514 483.4 4.052 95.79 0.0
120 4.597 1616.2 9.294 404.11 0.9
160 1.939 2873.3 12.392 718.41 25.7
240 0.575 6465.0 18.589 1616.43 50.5
D(nm) groove(nm/min) track(nm/min)
40 122.1 554.3
80 178.3 196.0
120 222.9 106.2
160 167.2 59.7
240 111.5 26.5
EXPONENTS: shallow limit, below and above D_star
Size, groove: 0.500, -1.000
Size, track: -1.500, -2.000
Mass, groove: -0.500, 1.000
Mass, track: 0.500, 1.000
One-particle layer: groove and track size exponents
pad touching: -0.000, -1.000
particle-borne: -0.000, -1.000
Disc visits: counted 4801, expected 4808
NEGLECTED EFFECTS
Exact/shallow groove area 1.102
Depth/D at D_star 0.077
Deep-sphere/Hertz pad force 0.804
D_star with array interaction 157.0 nm
Size log-spread 0.20; peak median 107.5 nm
Mixed/single-size shallow peak rate 1.000
Plasticity E*a/(RY), 40 nm and D_star: 35.6, 61.4
Adhesion/load, 40 nm and D_star: 0.104, 0.012
Contact heating at D_star 0.0187 K
Track visit time, 40 nm and D_star: 0.325, 1.664 ms
```
